# First-order grating period for coupling 1550 nm light into a waveguide: verification in Python

```python
# Result under test: first-order grating period for coupling into a guided mode,
#   period = wavelength / (n_eff - n_clad * sin(angle)),
# wavelength: vacuum wavelength; angle: measured in the silica from the normal;
# n_clad: silica index; n_eff: effective index of the mode travelling toward +x.
# Independent road: a coupled-harmonic solution of the wave equation for a slab
# with permittivity n_core^2 + depth*cos(2*pi*x/period), field along the lines.
# The period of strongest guided response is found by a scan, then extrapolated
# to zero modulation depth. Lengths are in nm.
import numpy as np
from scipy.optimize import minimize_scalar

wavelength = 1550.0
angle = np.deg2rad(10.0)
n_clad = 1.44
n_eff = 2.80
n_core = 3.5
k0 = 2 * np.pi / wavelength
orders = np.arange(-3, 4)
centre = 3


def slab_thickness(index):
    """Thickness whose fundamental even mode has the given effective index."""
    kappa = np.sqrt(n_core**2 - index**2)
    gamma = np.sqrt(index**2 - n_clad**2)
    return 2 * np.arctan(gamma / kappa) / (kappa * k0)


def outgoing_harmonics(period, thickness, depth):
    """Outgoing amplitudes for unit mirror-even illumination of the slab."""
    kx = n_clad * np.sin(angle) + orders * wavelength / period
    size = len(orders)
    permittivity = n_core**2 * np.eye(size)
    permittivity += depth / 2 * (np.eye(size, k=1) + np.eye(size, k=-1))
    values, vectors = np.linalg.eigh(np.diag(kx**2) - permittivity)
    q = np.sqrt(values + 0j)
    # Matrix linking the field to its normal derivative at the slab surface
    slope = (vectors * (q * np.tanh(q * k0 * thickness / 2))) @ vectors.T
    outside = np.diag(1j * np.sqrt(n_clad**2 - kx**2 + 0j))
    incident = np.zeros(size)
    incident[centre] = 1.0
    return np.linalg.solve(outside - slope, (outside + slope) @ incident)


def find_peak(order, thickness, depth, low, high, step):
    """Period of the strongest response of one harmonic in a window."""
    def response(period):
        amplitudes = outgoing_harmonics(period, thickness, depth)
        return abs(amplitudes[centre + order])**2
    grid = np.arange(low, high, step)
    best = grid[np.argmax([response(p) for p in grid])]
    fit = minimize_scalar(lambda p: -response(p), method="bounded",
                          bounds=(best - step, best + step),
                          options={"xatol": 1e-7})
    return fit.x


def resonance(order, index):
    """Peak periods at depths 0.2 and 0.1, and their zero-depth limit."""
    h = slab_thickness(index)
    wide = find_peak(order, h, 0.4, 480.0, 680.0, 0.1)
    strong = find_peak(order, h, 0.2, wide - 1.5, wide + 1.5, 0.02)
    weak = find_peak(order, h, 0.1, strong - 0.5, strong + 0.5, 0.005)
    return strong, weak, (4 * weak - strong) / 3


# Derived formulas
tilt = n_clad * np.sin(angle)
period = wavelength / (n_eff - tilt)
period_back = wavelength / (n_eff + tilt)
period_air10 = wavelength / (n_eff - np.sin(angle))
period_raised = wavelength / (n_eff + 0.01 - tilt)
sensitivity = -period**2 / wavelength
angle_air = np.arcsin(tilt)

# Wave-equation resonances against the formulas
strong, weak, limit = resonance(1, n_eff)
_, _, limit_back = resonance(-1, n_eff)
_, _, limit_raised = resonance(1, n_eff + 0.01)
assert abs(limit - period) < 0.02
assert abs(limit_back - period_back) < 0.02
assert abs(limit_raised - period_raised) < 0.02
assert abs(weak - period) < 0.5 * abs(strong - period)

# The slope formula against the change of the computed resonance;
# the tolerance covers curvature over the finite index step of 0.01
assert abs((limit_raised - limit) / 0.01 - sensitivity) < 5.0

# At the forward resonance the backward harmonic stays weak, and the single
# radiating order carries all the outgoing power
amplitudes = outgoing_harmonics(weak, slab_thickness(n_eff), 0.1)
ratio = abs(amplitudes[centre - 1] / amplitudes[centre + 1])**2
assert ratio < 0.01
assert abs(abs(amplitudes[centre])**2 - 1) < 1e-8
radiated = [n_eff - m * wavelength / period for m in (1, 2, 3)]
assert [abs(v) < n_clad for v in radiated] == [True, False, False]

# Refraction angle from the shortest optical path between two points at unit
# distance above and below a flat air-silica surface
span = np.tan(angle_air) + np.tan(angle)
path = minimize_scalar(
    lambda x: np.hypot(1, x) + n_clad * np.hypot(1, span - x),
    bounds=(0, span), method="bounded", options={"xatol": 1e-10})
assert abs(np.arctan(path.x) - angle_air) < 1e-6

print(f"Vacuum wavelength: {wavelength:.0f} nm")
print(f"Angle in silica: {np.rad2deg(angle):.1f} degrees")
print(f"Silica index (rounded input): {n_clad:.2f}")
print(f"Effective index (given): {n_eff:.2f}")
print(f"sin(angle): {np.sin(angle):.5f}")
print(f"n_clad*sin(angle): {tilt:.5f}")
print(f"n_eff - n_clad*sin(angle): {n_eff - tilt:.5f}")
print(f"First-order period, forward mode: {period:.2f} nm")
print(f"First-order period, forward mode: {period / 1000:.4f} micrometres")
print(f"Mode phase per period: {n_eff * period / wavelength:.4f} cycles")
print(f"Incident phase per period: {tilt * period / wavelength:.4f} cycles")
print(f"n_eff + n_clad*sin(angle): {n_eff + tilt:.5f}")
print(f"First-order period, backward mode: {period_back:.2f} nm")
print(f"Angle in air for the same beam: {np.rad2deg(angle_air):.2f} degrees")
print(f"Period if the 10 degrees were in air: {period_air10:.2f} nm")
for m, value in zip((1, 2, 3), radiated):
    print(f"Out-coupled order {m}, kx/k0: {value:.4f}")
print(f"Slope d(period)/d(n_eff): {sensitivity:.1f} nm per unit index")
print(f"Period for n_eff raised by 0.01: {period_raised:.2f} nm")
print(f"Period change for that rise: {period_raised - period:.2f} nm")
print(f"Test slab core index: {n_core:.1f}")
print(f"Test slab thickness: {slab_thickness(n_eff):.1f} nm")
print(f"Resonant period, modulation depth 0.2: {strong:.4f} nm")
print(f"Resonant period, modulation depth 0.1: {weak:.4f} nm")
print(f"Resonant period, zero-depth limit: {limit:.4f} nm")
print(f"Formula period for comparison: {period:.4f} nm")
print(f"Backward resonance, zero-depth limit: {limit_back:.4f} nm")
print(f"Backward/forward harmonic intensity at resonance: {ratio:.1e}")
print("OK")
```

Running it gives:

```
Vacuum wavelength: 1550 nm
Angle in silica: 10.0 degrees
Silica index (rounded input): 1.44
Effective index (given): 2.80
sin(angle): 0.17365
n_clad*sin(angle): 0.25005
n_eff - n_clad*sin(angle): 2.54995
First-order period, forward mode: 607.86 nm
First-order period, forward mode: 0.6079 micrometres
Mode phase per period: 1.0981 cycles
Incident phase per period: 0.0981 cycles
n_eff + n_clad*sin(angle): 3.05005
First-order period, backward mode: 508.19 nm
Angle in air for the same beam: 14.48 degrees
Period if the 10 degrees were in air: 590.17 nm
Out-coupled order 1, kx/k0: 0.2501
Out-coupled order 2, kx/k0: -2.2999
Out-coupled order 3, kx/k0: -4.8498
Slope d(period)/d(n_eff): -238.4 nm per unit index
Period for n_eff raised by 0.01: 605.48 nm
Period change for that rise: -2.37 nm
Test slab core index: 3.5
Test slab thickness: 200.2 nm
Resonant period, modulation depth 0.2: 607.8681 nm
Resonant period, modulation depth 0.1: 607.8589 nm
Resonant period, zero-depth limit: 607.8559 nm
Formula period for comparison: 607.8559 nm
Backward resonance, zero-depth limit: 508.1878 nm
Backward/forward harmonic intensity at resonance: 3.8e-09
OK
```
